**Nonadiabatic hardening of a zone-centre optical phonon in a clean metal**

For a mode with coordinate u and reduced mass m, mω² = K₀ + C(ω), and the static intraband response drops out at finite frequency, so that (ħω)² = (ħω_A)² + 2ħω_A[N_F(⟨g²⟩ − ⟨g⟩²) + δΠ_inter(ω)]. Here ω_A is the adiabatic frequency, D the intraband matrix element of ∂H/∂u, g = D·l with l² = ħ/(2mω_A), N_F the thermal density of states per cell for both spins, ⟨…⟩ the average with weight −df/dε, and δΠ_inter the change of the interband self-energy with frequency. On a doped honeycomb tight-binding model the program asserts that finite-difference curvatures of the refilled and frozen energies match the formulas, that dμ/du = ⟨D⟩, and that explicit finite-q sums give −N_F⟨D²⟩ statically and a positive q² term dynamically. It also asserts that a long-range Coulomb field gives the variance in the static limit and no correction in the dynamic one, and that the hardening under short-range screening carries one static and one dynamic vertex, using random matrices and a self-consistent force. Real-time Ehrenfest dynamics for relaxation times τ = ∞, 6 ħ/eV and 0 is asserted to match the complex roots. The output shows N_F⟨g²⟩ = 10.64 meV, an exact shift of 10.24 meV from 150 to 160.24 meV, an interband term of −0.047 meV, and a frequency of 154.89 meV with 5.31 meV damping at ωτ = 0.93.

## Program and output

```python
# Result under test: for a zone-centre optical mode (coordinate u, reduced mass m)
# of a clean metal, m w^2 = K0 + C(w).  Static (adiabatic) response at fixed electron
# number: C_A = Cinter(0) - NF(<D^2>-<D>^2); dynamic response at q->0: Cinter(w).
# So (hw)^2 = (hwA)^2 + 2 hwA [NF(<g^2>-<g>^2) + dPi_inter], g = D l, l^2 = hbar/(2 m wA).
# D = intraband matrix element of dH/du, NF = thermal DOS per cell (both spins),
# <..> = average with weight -df/de.  Model: honeycomb, H_k = [[0,h+u w],[cc,0]],
# h = -sum t_j exp(ik.d_j), w = beta sum c_j exp(ik.d_j), c_j = x-projection of bond j.
# Units: eV, angstrom (A), time in hbar/eV, frequencies as energies.
import numpy as np
from scipy import constants as sc
from scipy.special import expit
from scipy.optimize import brentq

t0, t1s, bond, beta, mu0, T = 2.0, 2.5, 1.5, 4.0, 1.0, 0.1
matom, wA, eta, layer, kappa, tau1, lam = 10.0, 0.150, 1e-3, 3.0, 0.02, 6.0, 5000.0
h2 = sc.hbar**2 / (sc.atomic_mass * sc.e * 1e-20)      # hbar^2/(u A^2) in eV
m = 0.5 * matom / h2
e2 = sc.e / (4 * np.pi * sc.epsilon_0 * 1e-10)         # eV A
cm = sc.e / (sc.h * sc.c * 100)
ang = np.array([0.0, 2.0, 4.0]) * np.pi / 3
cj = np.cos(ang)
dj = bond * np.c_[cj, np.sin(ang)]
lat = np.array([dj[0] - dj[1], dj[0] - dj[2]])
rec = 2 * np.pi * np.linalg.inv(lat).T
vol = abs(np.linalg.det(lat)) * layer
iso, ani = np.array([t0, t0, t0]), np.array([t1s, t0, t0])
f = lambda e, mu=mu0: expit((mu - e) / T)
mfp = lambda e: f(e) * (1 - f(e)) / T

def kgrid(n):   # n not divisible by 3, so the zone corners are not sampled
    i, j = np.divmod(np.arange(n * n), n)
    return np.c_[i, j] / n @ rec

def amp(k, t):
    p = np.exp(1j * k @ dj.T)
    return -p @ t, beta * p @ cj, -p @ (1j * t * dj[:, 0]), -p @ (1j * t * dj[:, 1])

class Metal:
    def __init__(s, n, t):
        s.t, s.k = t, kgrid(n)
        s.h, s.w, hx, hy = amp(s.k, t)
        s.E = E = abs(s.h)
        D = (s.h.conj() * s.w).real / E
        s.Dcv2 = ((s.h.conj() * s.w).imag / E)**2
        a, b = mfp(E), mfp(-E)
        s.NF = 2 * np.mean(a + b)
        s.D1 = 2 * np.mean((a - b) * D) / s.NF
        s.D2 = 2 * np.mean((a + b) * D**2) / s.NF
        vx, vy = (s.h.conj() * hx).real / E, (s.h.conj() * hy).real / E
        s.D2v2 = 2 * np.mean((a + b) * D**2 * vx**2) / s.NF
        s.v = np.sqrt(2 * np.mean((a + b) * (vx**2 + vy**2)) / s.NF)
        s.ne = 2 * np.mean(f(E) + f(-E))
        s.df = f(-E) - f(E)
    def inter(s, z):
        zz = z + 1j * eta if z != 0 else 0.0
        return 2 * np.mean(4 * s.E * s.Dcv2 * s.df / (zz**2 - 4 * s.E**2))
    def mu(s, B):
        return brentq(lambda x: 2 * np.mean(f(B, x) + f(-B, x)) - s.ne,
                      mu0 - 0.3, mu0 + 0.3, xtol=1e-14)
    def free(s, u):      # refilled, fixed electron number
        B = abs(s.h + u * s.w); x = s.mu(B)
        return x * s.ne - 2 * T * np.mean(np.logaddexp(0, (x - B) / T) + np.logaddexp(0, (x + B) / T))
    def frozen(s, u):    # occupations of u = 0 kept
        return -2 * np.mean(s.df * abs(s.h + u * s.w))
    def force(s, x, refill):
        H = s.h + x * s.w; B = abs(H); df = s.df
        if refill:
            c = s.mu(B); df = f(-B, c) - f(B, c)
        return -2 * np.mean(df * (H.conj() * s.w).real / B)
    def finite_q(s, q, om):   # explicit sums, q along x, states k-q/2 -> k+q/2
        h1, w1 = amp(s.k - [q / 2, 0], s.t)[:2]; h3, w3 = amp(s.k + [q / 2, 0], s.t)[:2]
        W = (w1 + w3) / 2; intra = DD = Dr = rr = 0
        for a in (1, -1):
            for b in (1, -1):
                x1, x3 = a * h1.conj() / abs(h1), b * h3.conj() / abs(h3)
                e1, e3 = a * abs(h1), b * abs(h3)
                den = e1 - e3 + om; tiny = abs(den) < 1e-9
                L = np.where(tiny, -mfp(e1), (f(e1) - f(e3)) / np.where(tiny, 1, den))
                D = (W * x1 + (W * x3).conj()) / 2; O = (1 + x3.conj() * x1) / 2
                c = 2 * np.mean(abs(D)**2 * L); DD += c; intra += c * (a == b)
                Dr += 2 * np.mean(D.conj() * O * L); rr += 2 * np.mean(abs(O)**2 * L)
        v = 4 * np.pi * e2 / (vol * q * q)
        return intra, DD + abs(Dr)**2 * v / (1 - v * rr)
    def root(s, K0, tau):
        z = wA + 0j
        for _ in range(40):
            z = np.sqrt((K0 + s.inter(z) - (0 if tau == np.inf else s.NF * s.D2 / (1 - 1j * z * tau))) / m)
        return z

def second(F, d=1e-3):
    return (-F(2 * d) + 16 * F(d) - 30 * F(0.0) + 16 * F(-d) - F(-2 * d)) / (12 * d * d)
def first(F, d=1e-3):
    return (-F(2 * d) + 8 * F(d) - 8 * F(-d) + F(-2 * d)) / (12 * d)
def out(a, x, u=""): print(f"{a} = {x:.6g} {u}")

M, S = Metal(200, iso), Metal(200, ani)
# energies by finite differences
fd = {}
for name, X in (("iso", M), ("ani", S)):
    fd[name] = (second(X.free), second(X.frozen))
    assert abs(fd[name][0] - (X.inter(0) - X.NF * (X.D2 - X.D1**2))) < 1e-5
    assert abs(fd[name][1] - X.inter(0)) < 1e-5
assert abs(M.D1) < 1e-9 and S.NF * S.D1**2 > 1e-2
dmu = first(lambda u: S.mu(abs(S.h + u * S.w)))
assert abs(dmu - S.D1) < 1e-6
# order of limits
q = 1e-3
st, dy = M.finite_q(q, 0.0)[0], M.finite_q(q, wA)[0]
lead = M.NF * M.D2v2 * q * q / wA**2
assert abs(st / (-M.NF * M.D2) - 1) < 1e-3 and abs(dy / lead - 1) < 3e-3
assert abs(dy / M.finite_q(q / 2, wA)[0] - 4) < 0.02
# long-range Coulomb, totally symmetric mode; residuals are O(q^2)
cs, cd = S.finite_q(q / 2, 0.0)[1], S.finite_q(q / 2, wA)[1]
assert abs(cs - fd["ani"][0]) < 2e-3 and abs(cd - S.inter(wA).real) < 2e-3
# screening identity, random symmetric matrices
rng = np.random.default_rng(1)
sym = lambda: (lambda a: 0.1 * (a + a.T))(rng.normal(size=(6, 6)))
K, c0, c1, g = sym(), sym(), sym() + 1j * sym(), rng.normal(size=6)
ser = lambda c: sum(g @ c @ np.linalg.matrix_power(K @ c, n) @ g for n in range(400))
gs = lambda c: np.linalg.solve(np.eye(6) - K @ c, g)
assert max(abs(np.linalg.eigvals(K @ c1))) < 0.9 and max(abs(np.linalg.eigvals(K @ c0))) < 0.9
assert abs(ser(c1) - ser(c0) - gs(c1) @ (c1 - c0) @ gs(c0)) < 1e-10
# self-consistent mean field with energy kappa*phi^2/2, phi = <dH/du>
def scf(u, refill):
    x = brentq(lambda y: y - u - kappa * M.force(y, refill), min(0, u), max(0, u), xtol=1e-15)
    return M.force(x, refill)
hard = first(lambda u: scf(u, False)) - first(lambda u: scf(u, True))
ND2 = M.NF * M.D2
gd, gst = 1 / (1 - kappa * M.inter(0)), 1 / (1 - kappa * (M.inter(0) - ND2))
assert abs(hard - gd * gst * ND2) < 1e-5 and abs(hard - gst**2 * ND2) > 1e-2
# real-time Ehrenfest dynamics
K0 = m * wA**2 - M.inter(0) + ND2
n = 70; Cg = Metal(n, iso)
i, j = np.divmod(np.arange(n * n), n); par = (-i % n) * n + (-j % n)
keep = np.arange(n * n) <= par
wt = (2.0 / n**2 * np.where(par == np.arange(n * n), 1, 2))[keep]
bx, by, wx, wy = Cg.h.real[keep], -Cg.h.imag[keep], Cg.w.real[keep], -Cg.w.imag[keep]
def ehrenfest(tau, dt=0.1, ns=3000, lag=100):
    r = 0.0 if tau == 0 else np.exp(-dt / (2 * tau))
    sx, sy = -Cg.df[keep] * bx / Cg.E[keep], -Cg.df[keep] * by / Cg.E[keep]
    sz = 0 * sx; u, p, y = 0.0, m * wA * 1e-4, []
    for _ in range(ns):
        u += p / m * dt / 2; y.append(u * 1e4)
        X, Y = bx + u * wx, by + u * wy; B = np.sqrt(X * X + Y * Y); X /= B; Y /= B
        sp, a = sx * X + sy * Y, X * sy - Y * sx   # along and across the field
        tg = f(B) - f(-B) if r < 1 else 0.0
        sp = tg + (sp - tg) * r
        c, s = np.cos(2 * B * dt), np.sin(2 * B * dt)
        ia = (a * s - sz * (1 - c)) / (2 * B)      # time integral of transverse part
        p -= K0 * u * dt + wt @ (sp * dt * (X * wx + Y * wy) + ia * (X * wy - Y * wx))
        a, sz = a * c - sz * s, sz * c + a * s
        sp = tg + (sp - tg) * r
        sx, sy = sp * X - a * Y, sp * Y + a * X
        u += p / m * dt / 2
    y = np.array(y[600:])
    co = np.linalg.lstsq(np.c_[y[lag:-lag], y[:-2 * lag], np.ones(len(y) - 2 * lag)],
                         y[2 * lag:], rcond=None)[0]
    z = np.roots([1, -co[0], -co[1]])[0]
    return (abs(np.angle(z)) + 1j * np.log(abs(z))) / (lag * dt)
eh, rt = {}, {}
for tau in (np.inf, tau1, 0.0):
    eh[tau], rt[tau] = ehrenfest(tau), M.root(K0, tau)
    assert abs(eh[tau] - Cg.root(K0, tau)) < 1e-5   # time-step error is a few 1e-6 eV
    assert abs(eh[tau] - rt[tau]) < 3e-5            # adds the k-grid difference
l2 = 1 / (2 * m * wA); shift = ND2 * l2
wsq, wNA = np.sqrt(wA**2 + 2 * wA * shift), rt[np.inf].real
assert wsq - eh[np.inf].real > 2e-5                 # negative interband term resolved
assert abs(eh[np.inf].real - wA - shift) < 0.06 * shift
x = rt[tau1].real * tau1; ql = 4 * np.pi / lam

print(f"t = {t0} eV, t1 (strained) = {t1s} eV, bond = {bond} A, beta = {beta} eV/A")
print(f"mu = {mu0} eV, kT = {T} eV, atom mass = {matom} u, hwA = {1e3*wA:.0f} meV")
print(f"layer = {layer} A, kappa = {kappa} A^2/eV, eta = {1e3*eta:.0f} meV, grids 200^2 and {n}^2")
out("hbar^2/(u A^2)", 1e3 * h2, "meV"); out("doping", M.ne - 2, "e/cell")
out("NF", M.NF, "1/eV/cell"); out("<D^2>", M.D2, "eV^2/A^2"); out("NF<D^2>", ND2, "eV/A^2")
out("l^2", l2, "A^2"); out("<g^2>", M.D2 * l2, "eV^2")
out("m wA^2", m * wA**2, "eV/A^2"); out("K0", K0, "eV/A^2"); out("Cinter(0)", M.inter(0), "eV/A^2")
out("F'' refilled (FD)", fd["iso"][0], "eV/A^2"); out("E'' frozen (FD)", fd["iso"][1], "eV/A^2")
out("Cinter(wNA)-Cinter(0)", M.inter(wNA).real - M.inter(0), "eV/A^2")
out("dPi_inter", 1e3 * l2 * (M.inter(wNA).real - M.inter(0)), "meV")
out("NF<g^2>", 1e3 * shift, f"meV = {shift*cm:.2f} cm^-1")
out("hw square-root form", 1e3 * wsq, "meV")
out("hwNA exact root", 1e3 * wNA, f"meV = {wNA*cm:.2f} cm^-1")
out("hwNA - hwA", 1e3 * (wNA - wA), f"meV = {(wNA-wA)*cm:.2f} cm^-1")
out("hwA", wA * cm, "cm^-1"); out("tau", tau1 * sc.hbar / sc.e * 1e15, "fs"); out("w tau", x)
out("(w tau)^2/(1+(w tau)^2)", x * x / (1 + x * x))
for tau in eh:
    print(f"tau={tau} hbar/eV: Ehrenfest {1e3*eh[tau].real:.4f}, root {1e3*rt[tau].real:.4f} meV;"
          f" damping {-1e3*eh[tau].imag:.3f}, {-1e3*rt[tau].imag:.3f} meV")
out("q test", q, "1/A"); out("Cintra(q,0)", st, "eV/A^2"); out("Cintra(q,wA)", dy, "eV/A^2")
out("leading q^2 term", lead, "eV/A^2"); out("<D^2 vx^2>", M.D2v2, "eV^4")
out("rms hbar vF", M.v, "eV A"); out("wA/vF", wA / M.v, "1/A")
out(f"q = 4 pi/lambda, lambda {lam/10:.0f} nm", ql, "1/A")
out("Cintra(that q,wA)/NF<D^2>", M.finite_q(ql, wA)[0] / ND2)
out("strained NF", S.NF, "1/eV/cell"); out("strained <D>", S.D1, "eV/A"); out("strained dmu/du (FD)", dmu, "eV/A")
out("strained <D^2>", S.D2, "eV^2/A^2"); out("strained NF<D^2>", S.NF * S.D2, "eV/A^2")
out("strained NF(<D^2>-<D>^2)", S.NF * (S.D2 - S.D1**2), "eV/A^2")
out("strained frozen-refilled (FD)", fd["ani"][1] - fd["ani"][0], "eV/A^2")
out("strained F'' refilled (FD)", fd["ani"][0], "eV/A^2"); out("strained Coulomb static, q/2", cs, "eV/A^2")
out("strained Cinter(wA)", S.inter(wA).real, "eV/A^2"); out("strained Coulomb dynamic, q/2", cd, "eV/A^2")
out("gamma_dyn", gd); out("gamma_stat", gst); out("SCF hardening", hard, "eV/A^2")
out("gd gs NF<D^2>", gd * gst * ND2, "eV/A^2"); out("gs^2 NF<D^2>", gst**2 * ND2, "eV/A^2")
print("verified")
```

Printed output:

```
t = 2.0 eV, t1 (strained) = 2.5 eV, bond = 1.5 A, beta = 4.0 eV/A
mu = 1.0 eV, kT = 0.1 eV, atom mass = 10.0 u, hwA = 150 meV
layer = 3.0 A, kappa = 0.02 A^2/eV, eta = 1 meV, grids 200^2 and 70^2
hbar^2/(u A^2) = 4.18016 meV
doping = 0.100213 e/cell
NF = 0.204501 1/eV/cell
<D^2> = 18.6631 eV^2/A^2
NF<D^2> = 3.81663 eV/A^2
l^2 = 0.00278677 A^2
<g^2> = 0.0520098 eV^2
m wA^2 = 26.9129 eV/A^2
K0 = 40.7965 eV/A^2
Cinter(0) = -10.067 eV/A^2
F'' refilled (FD) = -13.8837 eV/A^2
E'' frozen (FD) = -10.067 eV/A^2
Cinter(wNA)-Cinter(0) = -0.016836 eV/A^2
dPi_inter = -0.0469182 meV
NF<g^2> = 10.6361 meV = 85.79 cm^-1
hw square-root form = 160.284 meV
hwNA exact root = 160.24 meV = 1292.42 cm^-1
hwNA - hwA = 10.2397 meV = 82.59 cm^-1
hwA = 1209.83 cm^-1
tau = 3.94927 fs
w tau = 0.929335 
(w tau)^2/(1+(w tau)^2) = 0.463422 
tau=inf hbar/eV: Ehrenfest 160.2418, root 160.2397 meV; damping -0.000, 0.001 meV
tau=6.0 hbar/eV: Ehrenfest 154.8912, root 154.8891 meV; damping 5.312, 5.313 meV
tau=0.0 hbar/eV: Ehrenfest 149.9609, root 149.9591 meV; damping -0.000, 0.001 meV
q test = 0.001 1/A
Cintra(q,0) = -3.81664 eV/A^2
Cintra(q,wA) = 0.000824989 eV/A^2
leading q^2 term = 0.000824611 eV/A^2
<D^2 vx^2> = 90.7267 eV^4
rms hbar vF = 4.27178 eV A
wA/vF = 0.0351142 1/A
q = 4 pi/lambda, lambda 500 nm = 0.00251327 1/A
Cintra(that q,wA)/NF<D^2> = 0.0013687 
strained NF = 0.185897 1/eV/cell
strained <D> = 0.815247 eV/A
strained dmu/du (FD) = 0.815247 eV/A
strained <D^2> = 23.4882 eV^2/A^2
strained NF<D^2> = 4.3664 eV/A^2
strained NF(<D^2>-<D>^2) = 4.24284 eV/A^2
strained frozen-refilled (FD) = 4.24284 eV/A^2
strained F'' refilled (FD) = -15.0954 eV/A^2
strained Coulomb static, q/2 = -15.0954 eV/A^2
strained Cinter(wA) = -10.8688 eV/A^2
strained Coulomb dynamic, q/2 = -10.8685 eV/A^2
gamma_dyn = 0.832403 
gamma_stat = 0.782673 
SCF hardening = 2.48653 eV/A^2
gd gs NF<D^2> = 2.48653 eV/A^2
gs^2 NF<D^2> = 2.33798 eV/A^2
verified
```
